# Electron Debye screening of weak potentials in a plasma with fixed ions: test program

```python
"""Electron Debye screening in a plasma with fixed ions.
Result under test: for |e phi| << k Te, Poisson's equation with electrons
n exp(e phi/k Te) and fixed ions n gives phi = phi0 exp(-x/lam),
lam = sqrt(eps0 k Te/(n e^2)); a point charge gives exp(-r/lam)/r.
n: bulk density, Te: electron temperature in eV, phi: potential in V,
psi = e phi/(k Te), M: ion mass, Ti: ion temperature in eV.
The sheet is ideal and transparent and stands in the plasma bulk.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp, solve_ivp

e, eps0, m_e = const.e, const.epsilon_0, const.m_e


def debye_length(density, temperature):
    """Length in m; density in m^-3, temperature in eV."""
    return np.sqrt(eps0 * temperature / (density * e))


def full_profile(density, temperature, phi0, length_mm, ion_temp=None):
    """Solve the full Poisson equation for y = phi/phi0, x in mm."""
    strength = e * density * 1e-6 / eps0

    def equations(x, y):
        charge = np.expm1(phi0 * y[0] / temperature)
        if ion_temp is not None:
            charge = charge - np.expm1(-phi0 * y[0] / ion_temp)
        return np.vstack((y[1], strength * charge / phi0))

    def ends(left, right):
        return np.array([left[0] - 1, right[0]])

    x = np.linspace(0, length_mm, 400)
    guess = np.vstack((1 - x / length_mm, -np.ones_like(x) / length_mm))
    answer = solve_bvp(equations, ends, x, guess, tol=1e-7,
                       max_nodes=30000)
    assert answer.success, answer.message
    return answer.sol


def measured_length(profile, length_mm):
    """Decay length in mm from two points of a computed profile."""
    a, b = length_mm / 20, length_mm / 5
    return (b - a) / np.log(profile(a)[0] / profile(b)[0])


# Model parameters
n = 1e11 * 1e6
Te, Ti = 3.0, 0.05
phi0 = -0.3
M = 40 * const.atomic_mass
t_view = 2e-9
pressure_mTorr, gas_temp = 5.0, 300.0
cross_section_cm2 = 1e-15
lam = debye_length(n, Te)
lam_mm = lam * 1e3
psi0 = phi0 / Te

# Decay length of the full equation at very small potential
for density, temperature in ((n, Te), (4 * n, Te), (n, 2 * Te)):
    sol = full_profile(density, temperature, -1e-4, 0.5)
    found = measured_length(sol, 0.5)
    expected = debye_length(density, temperature) * 1e3
    assert abs(found / expected - 1) < 2e-4
    if density == n and temperature == Te:
        lam_found = found

# Effect of finite potential on the plane solution
sol = full_profile(n, Te, phi0, 0.5)
field_ratio = -sol(0)[1] * lam_mm
first_integral = np.sqrt(2 * (np.expm1(psi0) - psi0)) / abs(psi0)
assert abs(field_ratio / first_integral - 1) < 1e-4
assert abs(field_ratio - (1 + psi0 / 6)) < 5e-4
pot_ratio = sol(lam_mm)[0] * np.exp(1)
assert abs(pot_ratio - (1 - psi0 / 6 * (1 - np.exp(-1)))) < 5e-4
tail_ratio = sol(5 * lam_mm)[0] * np.exp(5)
assert abs(tail_ratio - np.exp(-psi0 / 6)) < 5e-4

phi_big = -15.0
psi_big = phi_big / Te
sol_big = full_profile(n, Te, phi_big, 0.5)
big_ratio = -sol_big(0)[1] * lam_mm
big_integral = np.sqrt(2 * (np.expm1(psi_big) - psi_big)) / abs(psi_big)
assert abs(big_ratio / big_integral - 1) < 1e-3
assert abs(big_ratio - 1) > 0.2

# Point charge: Coulomb potential of charge plus cloud, r in units of lam
def screened(r):
    return np.exp(-r) / r


cloud = {}
for r in (0.5, 1.0, 3.0):
    inside = quad(lambda s: s * np.exp(-s), 0, r)[0]
    outside = quad(lambda s: np.exp(-s), r, np.inf)[0]
    total = 1 / r - inside / r - outside
    assert abs(total - screened(r)) < 1e-9
    assert abs(inside - (1 - (1 + r) * np.exp(-r))) < 1e-9
    cloud[r] = inside
assert abs(quad(lambda s: s * np.exp(-s), 0, np.inf)[0] - 1) < 1e-9

# Electron orbits traced back to a Maxwellian at the switching time.
# Units: lam, 1/omega_pe and thermal speed; potential profile held fixed.
omega_pe = np.sqrt(n * e**2 / (eps0 * m_e))
omega_pi = np.sqrt(n * e**2 / (eps0 * M))


def orbit_response(sheet_psi, duration):
    """Density change at x = lam divided by the Boltzmann change."""
    count = 4000
    du = 14.0 / count
    v = -7 + du * (np.arange(count) + 0.5)
    x = np.ones(count)
    steps = int(np.ceil(duration / 0.005))
    dt = duration / steps

    def acceleration(position):
        return -sheet_psi * np.sign(position) * np.exp(-abs(position))

    # Time reversal: a forward orbit with reversed speed runs back in time.
    a = acceleration(x)
    for _ in range(steps):
        v = v + 0.5 * dt * a
        x = x + dt * v
        a = acceleration(x)
        v = v + 0.5 * dt * a
    density = np.sum(np.exp(-v**2 / 2)) * du / np.sqrt(2 * np.pi)
    return (density - 1) / np.expm1(sheet_psi * np.exp(-1))


settled = orbit_response(psi0, omega_pe * t_view)
early = orbit_response(psi0, 1.0)
attracting = orbit_response(-psi0, omega_pe * t_view)
assert abs(settled - 1) < 0.01
assert early < 0.5
assert abs(attracting - 1) > 0.1

# Ion density from the changing distance between two neighbouring ions
push = e * phi0 * t_view**2 / (M * lam**2)
gap = 0.01


def ion_motion(t, y):
    return [y[2], y[3], push * np.exp(-y[0]), push * np.exp(-y[1])]


ions = solve_ivp(ion_motion, (0, 1), [1 - gap, 1 + gap, 0, 0],
                 rtol=1e-11, atol=1e-13)
ion_change = 2 * gap / (ions.y[1, -1] - ions.y[0, -1]) - 1
ion_fraction = ion_change / (psi0 * np.exp(-1))
assert abs(ion_fraction / ((omega_pi * t_view)**2 / 2) - 1) < 0.01

# Late limit: ions in thermal equilibrium, very weak potential
lam_both = 1 / np.sqrt(n * e / eps0 * (1 / Te + 1 / Ti))
sol_both = full_profile(n, Te, -1e-4, 0.06, ion_temp=Ti)
assert abs(measured_length(sol_both, 0.06) / (lam_both * 1e3) - 1) < 1e-3


# Isotropic electrons with distribution exp(-(E/b)^power), E = s^2
def screening_temperature(power):
    """From the density response, at mean energy 1.5 Te; in eV."""
    def moment(k):
        return quad(lambda s: s**k * np.exp(-s**(2 * power)), 0, 7)[0]

    b = 1.5 * Te * moment(2) / moment(4)
    top = 7 * np.sqrt(b)

    def density(phi):
        return quad(lambda s: s**2 * np.exp(
            -((s**2 - phi) / b)**power), 0, top,
            epsabs=1e-11, epsrel=1e-11, limit=200)[0]

    h = 1e-3
    response = (density(h) - density(-h)) / (2 * h * density(0))
    mean_inverse = moment(0) / (moment(2) * b)
    assert abs(response / (mean_inverse / 2) - 1) < 1e-5
    return 1 / response


assert abs(screening_temperature(1) / Te - 1) < 1e-5
T_druy = screening_temperature(2)
lam_druy = debye_length(n, T_druy)

# Collisions and graininess
torr = const.atm / 760
gas = pressure_mTorr * 1e-3 * torr / (const.k * gas_temp) * 1e-6
free_path = 1 / (gas * cross_section_cm2)
number = 4 * np.pi / 3 * n * lam**3
r_strong = e / (4 * np.pi * eps0 * Te)
assert free_path * 1e-2 > 100 * lam
assert number > 100

print(f"Bulk density n: {n*1e-6:.1e} cm^-3")
print(f"Electron temperature Te: {Te:.2f} eV")
print(f"Electron temperature Te: {Te*e/const.k:.0f} K")
print(f"Sheet potential phi0: {phi0:.2f} V")
print(f"psi0 = e phi0/kTe: {psi0:.3f} (no unit)")
print(f"Ion mass: {M/const.atomic_mass:.0f} u")
print(f"Viewing time: {t_view*1e9:.1f} ns")
print(f"Debye length, formula: {lam*1e6:.2f} um")
print(f"Debye length, full Poisson, weak: {lam_found*1e3:.2f} um")
for dens in (1e10, 1e12):
    value = debye_length(dens * 1e6, Te) * 1e6
    print(f"Debye length at {dens:.0e} cm^-3, same Te: {value:.2f} um")
print(f"Linear field size at sheet: {abs(phi0)/lam/100:.1f} V/cm")
for k in (1, 2, 3):
    linear = phi0 * np.exp(-k) * 1e3
    full = phi0 * sol(k * lam_mm)[0] * 1e3
    print(f"x = {k} lam: linear {linear:.2f} mV, full {full:.2f} mV")
print(f"Full/linear field at sheet: {field_ratio:.4f}")
print(f"Full/linear potential at x = lam: {pot_ratio:.4f}")
print(f"Full/linear potential at x = 5 lam: {tail_ratio:.4f}")
print(f"Full/linear sheet field at {phi_big:.0f} V: {big_ratio:.3f}")
for r, part in cloud.items():
    print(f"Point charge screened within {r:.1f} lam: {100*part:.1f} %")
print(f"1/omega_pe: {1e12/omega_pe:.1f} ps")
print(f"1/omega_pi: {1e9/omega_pi:.2f} ns")
print(f"omega_pe t at viewing time: {omega_pe*t_view:.1f}")
print(f"omega_pi t at viewing time: {omega_pi*t_view:.3f}")
print("Orbit density change / Boltzmann change, at x = lam:")
print(f"  repelling sheet, viewing time: {settled:.4f}")
print(f"  repelling sheet, omega_pe t = 1: {early:.3f}")
print(f"  attracting sheet, viewing time: {attracting:.3f}")
print(f"Ion/electron response at viewing: {100*ion_fraction:.2f} %")
print(f"Assumed ion temperature, late limit: {Ti:.2f} eV")
print(f"Late weak-potential length: {lam_both*1e6:.2f} um")
print(f"Druyvesteyn screening temperature: {T_druy:.2f} eV")
print(f"Druyvesteyn screening length: {lam_druy*1e6:.2f} um")
print(f"Druyvesteyn/Maxwellian length: {lam_druy/lam:.3f}")
print(f"Gas pressure: {pressure_mTorr:.1f} mTorr")
print(f"Gas temperature: {gas_temp:.0f} K")
print(f"Gas density: {gas:.2e} cm^-3")
print(f"Assumed collision cross-section: {cross_section_cm2:.0e} cm^2")
print(f"Electron mean free path: {free_path:.1f} cm")
print(f"Electrons in sphere of radius lam: {number:.2e}")
print(f"Mean particle spacing n^(-1/3): {n**(-1/3)*1e6:.2f} um")
print(f"Radius where e phi = kTe, charge e: {r_strong*1e9:.2f} nm")
print("all assertions hold")
```

Printed output:

```
Bulk density n: 1.0e+11 cm^-3
Electron temperature Te: 3.00 eV
Electron temperature Te: 34814 K
Sheet potential phi0: -0.30 V
psi0 = e phi0/kTe: -0.100 (no unit)
Ion mass: 40 u
Viewing time: 2.0 ns
Debye length, formula: 40.72 um
Debye length, full Poisson, weak: 40.72 um
Debye length at 1e+10 cm^-3, same Te: 128.76 um
Debye length at 1e+12 cm^-3, same Te: 12.88 um
Linear field size at sheet: 73.7 V/cm
x = 1 lam: linear -110.36 mV, full -111.53 mV
x = 2 lam: linear -40.60 mV, full -41.19 mV
x = 3 lam: linear -14.94 mV, full -15.17 mV
Full/linear field at sheet: 0.9836
Full/linear potential at x = lam: 1.0105
Full/linear potential at x = 5 lam: 1.0167
Full/linear sheet field at -15 V: 0.566
Point charge screened within 0.5 lam: 9.0 %
Point charge screened within 1.0 lam: 26.4 %
Point charge screened within 3.0 lam: 80.1 %
1/omega_pe: 56.1 ps
1/omega_pi: 15.14 ns
omega_pe t at viewing time: 35.7
omega_pi t at viewing time: 0.132
Orbit density change / Boltzmann change, at x = lam:
  repelling sheet, viewing time: 1.0000
  repelling sheet, omega_pe t = 1: -0.102
  attracting sheet, viewing time: 0.745
Ion/electron response at viewing: 0.87 %
Assumed ion temperature, late limit: 0.05 eV
Late weak-potential length: 5.21 um
Druyvesteyn screening temperature: 4.11 eV
Druyvesteyn screening length: 47.67 um
Druyvesteyn/Maxwellian length: 1.171
Gas pressure: 5.0 mTorr
Gas temperature: 300 K
Gas density: 1.61e+14 cm^-3
Assumed collision cross-section: 1e-15 cm^2
Electron mean free path: 6.2 cm
Electrons in sphere of radius lam: 2.83e+04
Mean particle spacing n^(-1/3): 2.15 um
Radius where e phi = kTe, charge e: 0.48 nm
all assertions hold
```
